# A failing check and its repair

Subject: Choosing Basis Size and Exponent in Pekeris's Perimetric Expansion for Helium.

```python
"""Perimetric Laguerre expansion for the ground state of a two-electron atom.

Result under test: with E = -eps^2 and
  u = eps(r2+r12-r1), v = eps(r1+r12-r2), w = 2 eps(r1+r2-r12),
  psi = exp(-(u+v+w)/2) sum c(l,m,n) L_l(u) L_m(v) L_n(w),
the Schroedinger equation (fixed nucleus of charge Z, atomic units) becomes
  sum_s [eps a_s(l,m,n) - b_s(l,m,n)] c((l,m,n)+s) = 0
with 33 shifts s, i.e. a sparse symmetric pencil eps A c = B c.
A stands for 16 r1 r2 r12 (T + 1), B for -16 r1 r2 r12 V, in scaled lengths.
Basis: l+m+n <= omega, symmetric under exchange of l and m.
"""
import math
import numpy as np
import sympy as sp
import mpmath as mp
from numpy.polynomial import laguerre as lag
from scipy import sparse
from scipy.sparse.linalg import splu
from scipy.constants import physical_constants

CHARGE = 2
OMEGA_MAX = 28
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- symbolic derivation of the recurrence by ladder relations ----------
l, m, n, Z = sp.symbols("l m n Z")
u, v, w = sp.symbols("u v w")
INDEX = (l, m, n)


def ladder(series, axis, rule):
    """Apply a one-variable ladder rule to a sum {shift: coefficient}."""
    out = {}
    for shift, coef in series.items():
        for step, factor in rule(INDEX[axis] + shift[axis]):
            new = list(shift)
            new[axis] += step
            new = tuple(new)
            out[new] = out.get(new, 0) + coef * factor
    return {s: sp.expand(c) for s, c in out.items()}


def times_x(series, axis):
    return ladder(series, axis,
                  lambda q: ((1, -(q + 1)), (0, 2 * q + 1), (-1, -q)))


def euler(series, axis):
    """x d/dx acting on Laguerre polynomials."""
    return ladder(series, axis, lambda q: ((0, q), (-1, -q)))


def apply_terms(terms):
    """Sum of polynomial(u,v,w) times series, collected by shift."""
    total = {}
    for polynomial, series in terms:
        for powers, coef in sp.Poly(polynomial, u, v, w).terms():
            part = series
            for axis in range(3):
                for _ in range(powers[axis]):
                    part = times_x(part, axis)
            for s, c in part.items():
                total[s] = total.get(s, 0) + coef * c
    total = {s: sp.expand(c) for s, c in total.items()}
    return {s: c for s, c in total.items() if c != 0}


one = {(0, 0, 0): sp.Integer(1)}
eu, ev, ew = (euler(one, axis) for axis in range(3))
q_ww = 2*u**2 + 2*v**2 + u*w + v*w
a_coef = apply_terms([
    (2*l*(2*(u+v)*(v+w) + w**2) + 2*m*(2*(u+v)*(u+w) + w**2)
     + 4*n*q_ww + 4*(u+v)*(u+v+w), one),
    (-2*w*(2*u+w) + 4*(u-v), eu),
    (-2*w*(2*v+w) + 4*(v-u), ev),
    (-2*q_ww + 4*(u+v+w), ew),
    (4*(2*u+w), euler(ew, 0)),
    (4*(2*v+w), euler(ew, 1))])
b_coef = apply_terms([(4*Z*(u+v)*(u+v+w) - (2*u+w)*(2*v+w), one)])
shifts = sorted(set(a_coef) | set(b_coef))
assert len(shifts) == 33

# if the exponent is not tied to the energy, a multiple of the volume weight
# survives and brings further shifts
weight_coef = apply_terms([((u+v)*(2*u+w)*(2*v+w), one)])
untied_count = len(set(shifts) | set(weight_coef))
assert untied_count > 33

# adjoint symmetry and exchange symmetry of all coefficients
for table in (a_coef, b_coef):
    for s, c in table.items():
        back = table[tuple(-k for k in s)]
        moved = back.subs({l: l+s[0], m: m+s[1], n: n+s[2]}, simultaneous=True)
        assert sp.expand(moved - c) == 0
        swapped = table[(s[1], s[0], s[2])].subs({l: m, m: l}, simultaneous=True)
        assert sp.expand(swapped - c) == 0

# ---------- sparse matrices, ordered by shells of l+m+n ----------
basis = np.array([(i, j, N-i-j) for N in range(OMEGA_MAX+1)
                  for i in range(N+1) for j in range(N-i+1)])
lookup = {tuple(k): p for p, k in enumerate(basis.tolist())}
size_full = len(basis)


def assemble(table):
    rows, cols, vals = [], [], []
    li, mi, ni = basis.T.astype(float)
    for s, c in table.items():
        f = sp.lambdify(INDEX, c.subs(Z, CHARGE), "numpy")
        values = f(li, mi, ni) + 0.0*li
        target = basis + np.array(s)
        ok = (target >= 0).all(axis=1) & (target.sum(axis=1) <= OMEGA_MAX)
        rows += [lookup[tuple(k)] for k in target[ok].tolist()]
        cols += np.nonzero(ok)[0].tolist()
        vals += values[ok].tolist()
    return sparse.csr_matrix((vals, (rows, cols)), shape=(size_full, size_full))


A_full, B_full = assemble(a_coef), assemble(b_coef)
rows, cols, vals, shell = [], [], [], []
for p, (i, j, k) in enumerate(basis.tolist()):
    if i <= j:
        column = len(shell)
        shell.append(i+j+k)
        for q in {p, lookup[(j, i, k)]}:
            rows.append(q)
            cols.append(column)
            vals.append(1.0 if i == j else math.sqrt(0.5))
shell = np.array(shell)
P = sparse.csr_matrix((vals, (rows, cols)), shape=(size_full, len(shell)))
A = (P.T @ A_full @ P).tocsr()
B = (P.T @ B_full @ P).tocsr()

# ---------- test: matrices from quadrature of the defining gradient form ----------
x, wx = lag.laggauss(10)
gu, gv, gw = (g.ravel() for g in np.meshgrid(x, x, x, indexing="ij"))
quad_weight = np.einsum("i,j,k->ijk", wx, wx, wx).ravel()
r1, r2, r12 = (2*gv+gw)/4, (2*gu+gw)/4, (gu+gv)/2
cos1 = (r1**2 + r12**2 - r2**2)/(2*r1*r12)
cos2 = (r2**2 + r12**2 - r1**2)/(2*r2*r12)
small = basis[basis.sum(axis=1) <= 4]
F, G1, G2, G12 = [], [], [], []
for key in small:
    polys = [lag.Laguerre.basis(int(k)) for k in key]
    val = [p(g) for p, g in zip(polys, (gu, gv, gw))]
    der = [p.deriv()(g) - p(g)/2 for p, g in zip(polys, (gu, gv, gw))]
    fu, fv, fw = der[0]*val[1]*val[2], val[0]*der[1]*val[2], val[0]*val[1]*der[2]
    F.append(val[0]*val[1]*val[2])
    G1.append(-fu+fv+2*fw)
    G2.append(fu-fv+2*fw)
    G12.append(fu+fv-2*fw)
F, G1, G2, G12 = map(np.array, (F, G1, G2, G12))
vol = 16*r1*r2*r12*quad_weight
cross = (G1*(vol*cos1/2)) @ G12.T + (G2*(vol*cos2/2)) @ G12.T
A_quad = ((G1*vol/2) @ G1.T + (G2*vol/2) @ G2.T + (G12*vol) @ G12.T
          + cross + cross.T + (F*vol) @ F.T)
B_quad = (F*(vol*(CHARGE/r1 + CHARGE/r2 - 1/r12))) @ F.T
ns = len(small)
quad_error = max(np.abs(A_quad - A_full[:ns, :ns].toarray()).max(),
                 np.abs(B_quad - B_full[:ns, :ns].toarray()).max())
assert quad_error < 1e-7      # entries reach some thousands
hit = np.argwhere((np.abs(A_quad) > 1e-6) | (np.abs(B_quad) > 1e-6))
pattern = {tuple((small[i]-small[j]).tolist()) for i, j in hit}
assert pattern == set(shifts)

# ---------- inverse iteration from a shift above the spectrum ----------
SIGMA = 1.75


def ground(omega):
    size = int((shell <= omega).sum())
    a, b = A[:size, :size], B[:size, :size]
    factor = splu((SIGMA*a - b).tocsc(), permc_spec="MMD_AT_PLUS_A",
                  diag_pivot_thresh=0.0, options={"SymmetricMode": True})
    vec = np.zeros(size)
    vec[0] = 1.0
    for _ in range(25):
        vec = factor.solve(a @ vec)
        vec /= np.linalg.norm(vec)
    eps = (vec @ (b @ vec))/(vec @ (a @ vec))
    assert np.linalg.norm(b @ vec - eps*(a @ vec)) < 1e-7
    return size, eps, vec


omegas = (0, 1, 2, 4, 7, 10, 14, 20, 28)
result = {om: ground(om) for om in omegas}
energy = {om: -result[om][1]**2 for om in omegas}
assert abs(result[0][1] - (CHARGE - 5/16)) < 1e-12
assert all(energy[p] > energy[q] for p, q in zip(omegas, omegas[1:]))
# positive definiteness: no eigenvalue of the largest pencil lies above SIGMA
np.linalg.cholesky((SIGMA*A - B).toarray())

# ---------- test: powers of s=r1+r2, t=r1-r2, r12 in 50-digit arithmetic ----------
mp.mp.dps = 50
OMEGA_H = 7
powers = [(i, 2*j, k) for i in range(OMEGA_H+1) for j in range(OMEGA_H//2+1)
          for k in range(OMEGA_H+1) if i+2*j+k <= OMEGA_H]
assert len(powers) == result[OMEGA_H][0]
scale = 2*mp.mpf(float(result[OMEGA_H][1]))


def hylleraas_element(p, q):
    (a1, b1, c1), (a2, b2, c2) = p, q

    def J(i, j, k):
        i, j, k = a1+a2+i, b1+b2+j, c1+c2+k
        return mp.mpf(math.factorial(i+j+k+2))/((j+1)*(j+k+2))

    overlap = J(2, 0, 1) - J(0, 2, 1)
    potential = -4*CHARGE*J(1, 0, 1) + J(2, 0, 0) - J(0, 2, 0)
    kinetic = (a1*a2*(J(0, 0, 1) - J(-2, 2, 1))
               - 0.5*(a1+a2)*(J(1, 0, 1) - J(-1, 2, 1)) + 0.25*overlap
               + b1*b2*(J(2, -2, 1) - J(0, 0, 1))
               + c1*c2*(J(2, 0, -1) - J(0, 2, -1))
               + (c1*a2+c2*a1)*(J(0, 0, 1) - J(0, 2, -1))
               - 0.5*(c1+c2)*(J(1, 0, 1) - J(1, 2, -1))
               + (c1*b2+c2*b1)*(J(2, 0, -1) - J(0, 0, 1)))
    return scale**2*kinetic + scale*potential, overlap


nh = len(powers)
H_h, S_h = mp.matrix(nh, nh), mp.matrix(nh, nh)
for i in range(nh):
    for j in range(i+1):
        H_h[i, j], S_h[i, j] = hylleraas_element(powers[i], powers[j])
        H_h[j, i], S_h[j, i] = H_h[i, j], S_h[i, j]
lu_h, perm_h = mp.LU_decomp(H_h + 3*S_h)
vec_h = mp.matrix(nh, 1)
vec_h[0] = mp.mpf(1)
for _ in range(12):
    vec_h = mp.U_solve(lu_h, mp.L_solve(lu_h, S_h*vec_h, perm_h))
    vec_h = vec_h/mp.norm(vec_h)
energy_h = float((vec_h.T*H_h*vec_h)[0]/(vec_h.T*S_h*vec_h)[0])
assert abs(energy_h - energy[OMEGA_H]) < 1e-10

# ---------- test: local energy from Cartesian finite differences ----------
size_top, eps_top, vec_top = result[OMEGA_MAX]
cube = np.zeros((OMEGA_MAX+1,)*3)
cube[tuple(basis.T)] = P @ vec_top


def psi(pos):
    d1, d2 = np.linalg.norm(pos[:, :3], axis=1), np.linalg.norm(pos[:, 3:], axis=1)
    d12 = np.linalg.norm(pos[:, :3]-pos[:, 3:], axis=1)
    pu, pv, pw = eps_top*(d2+d12-d1), eps_top*(d1+d12-d2), 2*eps_top*(d1+d2-d12)
    return np.exp(-eps_top*(d1+d2))*lag.lagval3d(pu, pv, pw, cube)


def local_energy(point, h=0.01):
    point = np.array(point)
    centre = psi(point[None, :])[0]
    lap = 0.0
    for axis in range(6):
        step = np.zeros(6)
        step[axis] = h
        f = psi(np.array([point + k*step for k in (-2, -1, 1, 2)]))
        lap += (-f[0] + 16*f[1] - 30*centre + 16*f[2] - f[3])/(12*h*h)
    d1, d2 = np.linalg.norm(point[:3]), np.linalg.norm(point[3:])
    d12 = np.linalg.norm(point[:3]-point[3:])
    return -lap/(2*centre) - CHARGE/d1 - CHARGE/d2 + 1/d12


points = ((0.9, 0.2, -0.3, -0.5, 0.7, 0.4), (1.5, 0.0, 0.3, 0.2, 0.6, -0.5),
          (0.8, 0.5, 0.1, 0.6, -0.4, 0.7))
local = [local_energy(p) for p in points]
local_dev = max(abs(e - energy[OMEGA_MAX]) for e in local)
assert local_dev < 2e-3      # pointwise convergence is slower than that of E

# ---------- convergence to eight digits ----------
gain1, gain2 = energy[7]-energy[14], energy[14]-energy[28]
order = math.log2(gain1/gain2)
remainder = gain2/(2**order - 1)
best = energy[OMEGA_MAX]
assert 0 < remainder < 5e-9
assert round(best, 7) == round(energy[20], 7) == round(best - remainder, 7)

# ---------- output ----------
print("nuclear charge Z =", CHARGE, "; shift sigma =", SIGMA)
print("number of shifts in recurrence:", len(shifts))
print("number of shifts if exponent and energy are untied:", untied_count)
print("coefficients a_s(l,m,n) and b_s(l,m,n):")
for s in ((0, 0, 0), (1, 0, 0), (0, 0, 1), (2, 0, 0), (0, 0, 2), (1, 1, 0),
          (1, -1, 0), (1, 0, 1), (1, 0, -1), (2, 0, -1), (1, 0, -2)):
    print(" a", s, "=", sp.factor(a_coef.get(s, sp.Integer(0))))
    print(" b", s, "=", sp.factor(b_coef.get(s, sp.Integer(0))))
print("omega=1 basis: 000, 001, (010+100)/sqrt2")
for name, matrix in (("A", A), ("B", B)):
    for row in matrix[:3, :3].toarray():
        print(" ", name, "row:", " ".join(f"{e:11.6f}" for e in row))
print("omega, functions, eps (1/bohr), E (hartree):")
for om in omegas:
    print(f" {om:2d} {result[om][0]:5d} {result[om][1]:.10f} {energy[om]:.10f}")
filled = (abs(A) + abs(B)).count_nonzero()
print(f"nonzero share of largest matrix: {100*filled/size_top**2:.2f} percent")
print(f"largest quadrature deviation of a matrix element: {quad_error:.1e}")
print(f"Hylleraas powers, omega=7: E = {energy_h:.10f} hartree")
print(f" difference from Laguerre result: {abs(energy_h-energy[7]):.1e} hartree")
print("local energies (hartree):", " ".join(f"{e:.6f}" for e in local))
print(f"largest local-energy deviation: {local_dev:.1e} hartree")
print(f"apparent convergence order in omega (7,14,28): {order:.2f}")
print(f"estimated remaining error at omega=28: {remainder:.1e} hartree")
print(f"helium ground energy: {best:.7f} hartree = {best*HARTREE_EV:.5f} eV")
ionization = -CHARGE**2/2 - best
print(f"ionization energy: {ionization:.7f} hartree = {ionization*HARTREE_EV:.5f} eV")
print("done: every assertion held")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 227, in <module>
    lu_h, perm_h = mp.LU_decomp(H_h + 3*S_h)
                   ^^^^^^^^^^^^
AttributeError: module 'mpmath' has no attribute 'LU_decomp'
```

Likely cause: The fault was in the program, not in the physics: the 50-digit check called the LU factorization and triangular solves as functions of the mpmath module, but they exist only as methods of its context object `mp.mp`. The factorization, both triangular solves and the vector norm are now called on that context. No formula, tested quantity, tolerance or case is changed. The tests before that line had already held in the failed run; the later ones had not yet been reached.

Repair:

```diff
@@ -192,10 +192,11 @@
 
 # ---------- test: powers of s=r1+r2, t=r1-r2, r12 in 50-digit arithmetic ----------
-mp.mp.dps = 50
+context = mp.mp
+context.dps = 50
 OMEGA_H = 7
 powers = [(i, 2*j, k) for i in range(OMEGA_H+1) for j in range(OMEGA_H//2+1)
           for k in range(OMEGA_H+1) if i+2*j+k <= OMEGA_H]
 assert len(powers) == result[OMEGA_H][0]
-scale = 2*mp.mpf(float(result[OMEGA_H][1]))
+scale = 2*context.mpf(float(result[OMEGA_H][1]))
 
 
@@ -205,5 +206,5 @@
     def J(i, j, k):
         i, j, k = a1+a2+i, b1+b2+j, c1+c2+k
-        return mp.mpf(math.factorial(i+j+k+2))/((j+1)*(j+k+2))
+        return context.mpf(math.factorial(i+j+k+2))/((j+1)*(j+k+2))
 
     overlap = J(2, 0, 1) - J(0, 2, 1)
@@ -220,16 +221,16 @@
 
 nh = len(powers)
-H_h, S_h = mp.matrix(nh, nh), mp.matrix(nh, nh)
+H_h, S_h = context.matrix(nh, nh), context.matrix(nh, nh)
 for i in range(nh):
     for j in range(i+1):
         H_h[i, j], S_h[i, j] = hylleraas_element(powers[i], powers[j])
         H_h[j, i], S_h[j, i] = H_h[i, j], S_h[i, j]
-lu_h, perm_h = mp.LU_decomp(H_h + 3*S_h)
-vec_h = mp.matrix(nh, 1)
-vec_h[0] = mp.mpf(1)
+lu_h, perm_h = context.LU_decomp(H_h + 3*S_h)
+vec_h = context.matrix(nh, 1)
+vec_h[0] = context.mpf(1)
 for _ in range(12):
-    vec_h = mp.U_solve(lu_h, mp.L_solve(lu_h, S_h*vec_h, perm_h))
-    vec_h = vec_h/mp.norm(vec_h)
-energy_h = float((vec_h.T*H_h*vec_h)[0]/(vec_h.T*S_h*vec_h)[0])
+    vec_h = context.U_solve(lu_h, context.L_solve(lu_h, S_h*vec_h, perm_h))
+    vec_h = vec_h/context.norm(vec_h)
+energy_h = float((vec_h.T*H_h*vec_h)[0, 0]/(vec_h.T*S_h*vec_h)[0, 0])
 assert abs(energy_h - energy[OMEGA_H]) < 1e-10
 
```

After the repair:

```
nuclear charge Z = 2 ; shift sigma = 1.75
number of shifts in recurrence: 33
number of shifts if exponent and energy are untied: 57
coefficients a_s(l,m,n) and b_s(l,m,n):
 a (0, 0, 0) = 8*(5*l**2*m + 5*l**2*n + 5*l**2 + 5*l*m**2 + 4*l*m*n + 12*l*m + 2*l*n**2 + 9*l*n + 8*l + 5*m**2*n + 5*m**2 + 2*m*n**2 + 9*m*n + 8*m + 2*n**2 + 6*n + 4)
 b (0, 0, 0) = 2*(12*Z*l**2 + 16*Z*l*m + 8*Z*l*n + 24*Z*l + 12*Z*m**2 + 8*Z*m*n + 24*Z*m + 8*Z*n + 16*Z - 8*l*m - 4*l*n - 6*l - 4*m*n - 6*m - 3*n**2 - 7*n - 5)
 a (1, 0, 0) = -2*(l + 1)*(12*l*m + 12*l*n + 12*l + 4*m**2 + 4*m*n + 18*m + n**2 + 15*n + 14)
 b (1, 0, 0) = -2*(l + 1)*(8*Z*l + 8*Z*m + 4*Z*n + 14*Z - 4*m - 2*n - 3)
 a (0, 0, 1) = 4*(n + 1)*(l**2 - 4*l*m - 2*l*n - 3*l + m**2 - 2*m*n - 3*m - 2*n - 2)
 b (0, 0, 1) = -4*(n + 1)*(2*Z*l + 2*Z*m + 2*Z - l - m - n - 2)
 a (2, 0, 0) = 4*(l + 1)*(l + 2)*(m + n + 1)
 b (2, 0, 0) = 4*Z*(l + 1)*(l + 2)
 a (0, 0, 2) = 0
 b (0, 0, 2) = -(n + 1)*(n + 2)
 a (1, 1, 0) = 4*(l + 1)*(m + 1)*(l + m + 2)
 b (1, 1, 0) = 4*(2*Z - 1)*(l + 1)*(m + 1)
 a (1, -1, 0) = 4*m*(l + 1)*(l + m + 1)
 b (1, -1, 0) = 4*m*(2*Z - 1)*(l + 1)
 a (1, 0, 1) = 2*(l + 1)*(n + 1)*(2*m + n + 2)
 b (1, 0, 1) = 2*(2*Z - 1)*(l + 1)*(n + 1)
 a (1, 0, -1) = -2*n*(l + 1)*(4*l - 2*m + n + 3)
 b (1, 0, -1) = 2*n*(2*Z - 1)*(l + 1)
 a (2, 0, -1) = 4*n*(l + 1)*(l + 2)
 b (2, 0, -1) = 0
 a (1, 0, -2) = 2*n*(l + 1)*(n - 1)
 b (1, 0, -2) = 0
omega=1 basis: 000, 001, (010+100)/sqrt2
  A row:   32.000000   -8.000000  -39.597980
  A row:   -8.000000   96.000000  -11.313708
  A row:  -39.597980  -11.313708  144.000000
  B row:   54.000000   -8.000000  -70.710678
  B row:   -8.000000   66.000000    8.485281
  B row:  -70.710678    8.485281  198.000000
omega, functions, eps (1/bohr), E (hartree):
  0     1 1.6875000000 -2.8476562500
  1     3 1.7001598259 -2.8905434337
  2     7 1.7038983722 -2.9032696628
  4    22 1.7040214160 -2.9036889861
  7    70 1.7040311861 -2.9037222831
 10   161 1.7040317225 -2.9037241111
 14   372 1.7040317909 -2.9037243445
 20   946 1.7040317996 -2.9037243740
 28  2360 1.7040318004 -2.9037243767
nonzero share of largest matrix: 1.14 percent
largest quadrature deviation of a matrix element: 3.9e-12
Hylleraas powers, omega=7: E = -2.9037222831 hartree
 difference from Laguerre result: 2.2e-15 hartree
local energies (hartree): -2.903769 -2.903738 -2.903728
largest local-energy deviation: 4.4e-05 hartree
apparent convergence order in omega (7,14,28): 6.00
estimated remaining error at omega=28: 5.1e-10 hartree
helium ground energy: -2.9037244 hartree = -79.01437 eV
ionization energy: 0.9037244 hartree = 24.59159 eV
done: every assertion held
```
